**Charge-mode Luttinger parameter of a nanotube above a gate**

The program tests $g=(1+C_Q/C_E)^{-1/2}$, with $C_Q=4e^2/(\pi\hbar v)$ and $C_E=1/[2\,\mathrm{arcosh}(h/R)]$ in Gaussian units per length; $v$ is the band velocity, $R$ the tube radius and $h$ the height of its axis. It asserts that the spectrum of a 40-atom tube cell reproduces the four-channel $C_Q$, the next subband edge and the division of the gate voltage. A boundary-charge solution confirms $C_E$ at $h=2R$ and $h=100R$. A Bogoliubov problem of eight coupled movers confirms $g$ from both the mode velocity and the density fluctuation, and finds the neutral modes at velocity $v$. Further assertions cover free-fermion fluctuations and current energy, the interaction at finite wavevector, and the force and beam formulas used for the sag. For rough carbon parameters and $h=100R$ the output gives $C_Q/C_E=33.8$ and $g=0.170$. Changing the hopping from 2.5 to 3.0 eV moves $g$ from 0.163 to 0.178, while halving the height raises it to 0.181.

## Numerical check

```python
# Result under test: the charge-mode Luttinger parameter of a metallic nanotube,
#   g = (1 + C_Q/C_E)^(-1/2),  C_Q = 4 e^2/(pi hbar v),  C_E = 1/(2 arcosh(h/R)),
# Gaussian capacitances per length (dimensionless). R: tube radius, h: height of
# the axis above the gate, v: band velocity. Energies in eV, lengths in nm.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, i0, k0

e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2 in eV nm
hbar_eVs = sc.hbar / sc.e
kB = sc.k / sc.e                                  # eV/K

# ---- inputs: rough typical values for a suspended carbon nanotube ----
hopping, bond, n_arm = 2.7, 0.142, 10
height_ratio, length, gate_eV = 100.0, 1000.0, 0.1
temp_cold, temp_room = 4.0, 300.0
work_function, wall_stiffness = 4.5, 340.0        # eV, N/m

period = np.sqrt(3) * bond
circumference = 3 * bond * n_arm
R = circumference / (2 * np.pi)
h = height_ratio * R
hv = 1.5 * hopping * bond                         # hbar v in eV nm


def quantum_cap(hbar_v):
    return 4 * e2 / (np.pi * hbar_v)


def gate_cap(x):
    return 1 / (2 * np.arccosh(x))


def luttinger(cq, ce):
    return 1 / np.sqrt(1 + cq / ce)


CQ, CE = quantum_cap(hv), gate_cap(height_ratio)
ratio = CQ / CE
g = luttinger(CQ, CE)
hvc = hv / g

# ---- test: four-channel quantum capacitance from the atomic lattice ----
cell = np.array([[0, 0], [period / 2, bond / 2],
                 [period / 2, 1.5 * bond], [0, 2 * bond]])
atoms = np.vstack([cell + [0, 3 * bond * m] for m in range(n_arm)])
n_atoms = len(atoms)
hops = {s: np.zeros((n_atoms, n_atoms)) for s in (-1, 0, 1)}
for s in hops:
    for w in (-1, 0, 1):
        shift = np.array([s * period, w * circumference])
        d = atoms[None, :, :] + shift - atoms[:, None, :]
        hops[s][np.abs(np.hypot(d[..., 0], d[..., 1]) - bond) < 1e-6] = -hopping
assert np.all(sum(hops.values()).sum(axis=1) == -3 * hopping)
phases = 2 * np.pi * np.arange(1200) / 1200
bands = np.array([np.linalg.eigvalsh(
    sum(hops[s] * np.exp(1j * p * s) for s in hops)) for p in phases])
kT = kB * temp_room
dos = 2 * np.mean(np.sum(1 / np.cosh(bands / (2 * kT))**2, axis=1)) / (4 * kT * period)
CQ_lattice = e2 * dos
assert abs(CQ_lattice / CQ - 1) < 1e-3            # band curvature ~ (kT/hopping)^2
next_subband = bands[:, n_atoms // 2 + 1].min()
assert abs(next_subband / (hv / R) - 1) < 0.03    # lattice warping of the cone


# ---- test: division of the gate voltage, solved on the lattice spectrum ----
def added_density(mu):
    change = expit((mu - bands) / kT) - expit(-bands / kT)
    return 2 * np.mean(change.sum(axis=1)) / period


mu_lattice = brentq(lambda m: m + e2 * added_density(m) / CE - gate_eV, 0, gate_eV)
mu_shift = gate_eV / (1 + ratio)
density = mu_shift * CQ / e2
assert abs(mu_lattice / mu_shift - 1) < 2e-3
assert abs(added_density(mu_lattice) / density - 1) < 2e-3


# ---- test: electrostatic capacitance by a boundary-charge solution (R = 1) ----
def boundary_solution(x, n=400):
    ang = 2 * np.pi * np.arange(n) / n
    z = np.cos(ang) + 1j * (x + np.sin(ang))
    dist = np.abs(z[:, None] - z[None, :])
    np.fill_diagonal(dist, 1 / n)                 # exact for uniform charge
    pot = -2 * np.log(dist) + 2 * np.log(np.abs(z[:, None] - z.conj()[None, :]))
    return z, np.linalg.solve(pot, np.ones(n)), pot.mean()


for x in (2.0, height_ratio):
    z, charge, uniform_pot = boundary_solution(x)
    assert abs(charge.sum() / gate_cap(x) - 1) < 1e-6
    assert abs(uniform_pot / (2 * np.log(2 * x)) - 1) < 1e-9
    ring = 1j * x + 1.5 * (z - 1j * x)            # mean potential outside the tube
    outer = (-2 * np.log(np.abs(ring[:, None] - z)) +
             2 * np.log(np.abs(ring[:, None] - z.conj()))) @ charge
    assert abs(outer.mean() - (1 - 2 * gate_cap(x) * np.log(1.5))) < 1e-6
CE_uniform = 1 / (2 * np.log(2 * height_ratio))

# ---- test: free-fermion density fluctuation and current energy on rings ----
sites, wave = 201, 5
ring_h = -(np.roll(np.eye(sites), 1, 0) + np.roll(np.eye(sites), -1, 0))
orbitals = np.linalg.eigh(ring_h)[1][:, :101]
P = orbitals @ orbitals.T
q_ring = 2 * np.pi * wave / sites
F = np.diag(np.exp(1j * q_ring * np.arange(sites)))
fluct = 4 * np.trace(P @ F @ (np.eye(sites) - P) @ F.conj()).real / sites
assert abs(fluct / (2 * q_ring / np.pi) - 1) < 1e-8
big, filled, moved = 4001, 1501, 3
ks = 2 * np.pi * (np.arange(filled) - filled // 2) / big
boost = np.sum(-2 * np.cos(ks + 2 * np.pi * moved / big) + 2 * np.cos(ks))
v_ring = 2 * np.sin(np.pi * filled / big)
imbalance = 4 * 2 * moved / big                   # n_R - n_L over four channels
assert abs(4 * boost / big / (np.pi * v_ring * imbalance**2 / 8) - 1) < 1e-4

# ---- test: eight coupled movers (4 right, 4 left), Bogoliubov problem at q = 1 ----
eta = np.diag([1.0] * 4 + [-1.0] * 4)
dynamics = eta @ (hv * np.eye(8) + e2 / CE / (2 * np.pi) * np.ones((8, 8)))
vals, vecs = np.linalg.eig(dynamics)
top = np.argmax(vals.real)
mode = vecs[:, top] / np.sqrt((vecs[:, top].conj() @ eta @ vecs[:, top]).real)
g_velocity = hv / vals[top].real
g_fluctuation = abs(mode.sum())**2 / 4
assert abs(g_velocity / g - 1) < 1e-8
assert abs(g_fluctuation / g - 1) < 1e-8
assert np.sum(np.abs(np.abs(vals) - hv) < 1e-6 * hv) == 6


# ---- test: interaction at finite wavevector, rings of charge above a gate ----
def inverse_cap(q, radius, axis):
    a = q * radius
    return 2 * (i0(a) * k0(a) - i0(a)**2 * k0(2 * q * axis))


qt, ht = 0.5, 3.0
line = 2 * quad(lambda s: 1 / np.hypot(s, 1.0) - 1 / np.hypot(s, 4.0),
                0, np.inf, weight='cos', wvar=qt)[0]
assert abs(line - 2 * (k0(qt) - k0(4 * qt))) < 1e-6
self_ring = quad(lambda f: k0(2 * qt * np.sin(f / 2)), 0, np.pi)[0] / np.pi
circle = np.exp(2j * np.pi * np.arange(48) / 48)
image_ring = k0(qt * np.abs(circle[:, None] - circle[None, :] + 2j * ht)).mean()
assert abs(2 * (self_ring - image_ring) - inverse_cap(qt, 1.0, ht)) < 1e-6
assert abs(inverse_cap(1e-6 / h, R, h) * CE_uniform - 1) < 1e-6
g_first = luttinger(CQ, 1 / inverse_cap(np.pi / length, R, h))
g_short = luttinger(CQ, 1 / inverse_cap(1 / h, R, h))

# ---- sag of the clamped tube; tests of the force and of the beam formula ----
slope = 1 / (2 * R * np.arccosh(height_ratio)**2 * np.sqrt(height_ratio**2 - 1))
step = 0.5
slope_num = (boundary_solution(height_ratio - step)[1].sum() -
             boundary_solution(height_ratio + step)[1].sum()) / (2 * step * R)
assert abs(slope_num / slope - 1) < 1e-3
nb = 199
dx = 1 / (nb + 1)
curv = np.zeros((nb + 2, nb))
for j in range(nb):
    curv[j, j] += 1
    curv[j + 1, j] -= 2
    curv[j + 2, j] += 1
curv[0] *= 2                                      # clamped ends: mirrored deflection
curv[-1] *= 2
weight = np.ones(nb + 2)
weight[[0, -1]] = 0.5
beam = np.linalg.solve(curv.T @ (weight[:, None] * curv) / dx**4, np.ones(nb))
assert abs(beam[nb // 2] * 384 - 1) < 1e-3
drop_eV = gate_eV - mu_shift
force = 0.5 * drop_eV**2 / e2 * slope             # eV/nm^2
bending = np.pi * R**3 * wall_stiffness * 1e-18 / sc.e   # eV nm
sag = force * length**4 / (384 * bending)
g_sag = luttinger(CQ, gate_cap((h - sag) / R))

# ---- other neglected effects ----
field = 2 * CE * drop_eV / R * 10                 # MV/cm
kappa = np.sqrt(2 * sc.m_e * (work_function - gate_eV) * sc.e) / sc.hbar * 1e-9
tunnel = 2 * kappa * (h - R)
v_band = hv * 1e-9 / hbar_eVs
v_charge = hvc * 1e-9 / hbar_eVs
to_SI = 4 * np.pi * sc.epsilon_0 * 1e12           # aF/um per Gaussian unit


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("hopping (rough input)", f"{hopping:.1f}", "eV")
show("bond length (rough input)", f"{bond:.3f}", "nm")
show("tube radius R", f"{R:.3f}", "nm")
show("axis height h", f"{h:.1f}", "nm")
show("tube length (input)", f"{length:.0f}", "nm")
show("gate voltage (input)", f"{gate_eV:.1f}", "V")
show("e^2", f"{e2:.4f}", "eV nm")
show("hbar v", f"{hv:.4f}", "eV nm")
show("band velocity v", f"{v_band:.3e}", "m/s")
show("e^2/(hbar v)", f"{e2 / hv:.3f}")
show("C_Q, Gaussian per length", f"{CQ:.3f}")
show("C_Q converted", f"{CQ * to_SI:.0f}", "aF/um")
show("C_Q lattice at 300 K / formula", f"{CQ_lattice / CQ:.5f}")
show("arcosh(h/R)", f"{np.arccosh(height_ratio):.5f}")
show("ln(2h/R)", f"{np.log(2 * height_ratio):.5f}")
show("C_E, Gaussian per length", f"{CE:.5f}")
show("C_E converted", f"{CE * to_SI:.2f}", "aF/um")
show("C_Q/C_E", f"{ratio:.2f}")
show("LUTTINGER PARAMETER g", f"{g:.4f}")
show("g from eight-mover mode velocity", f"{g_velocity:.4f}")
show("g from eight-mover density fluctuation", f"{g_fluctuation:.4f}")
show("charge velocity v_c", f"{v_charge:.3e}", "m/s")
show("v_c/v", f"{1 / g:.2f}")
show("sqrt(C_E/C_Q), dropping the 1", f"{1 / np.sqrt(ratio):.4f}")
show("wrong g if one channel is counted", f"{luttinger(CQ / 4, CE):.4f}")
show("g for hopping 2.5 eV", f"{luttinger(quantum_cap(hv * 2.5 / hopping), CE):.4f}")
show("g for hopping 3.0 eV", f"{luttinger(quantum_cap(hv * 3.0 / hopping), CE):.4f}")
show("g if h = 101 R", f"{luttinger(CQ, gate_cap(height_ratio + 1)):.4f}")
show("g if h = 50 R", f"{luttinger(CQ, gate_cap(50.0)):.4f}")
show("g at q = pi/length", f"{g_first:.4f}")
show("g at q = 1/h", f"{g_short:.4f}")
show("h kT/(hbar v_c) at 4 K", f"{h * kB * temp_cold / hvc:.4f}")
show("h kT/(hbar v_c) at 300 K", f"{h * kB * temp_room / hvc:.3f}")
show("next subband edge (lattice)", f"{next_subband:.3f}", "eV")
show("hbar v/R", f"{hv / R:.3f}", "eV")
show("Fermi-level shift at the gate voltage", f"{mu_shift * 1e3:.2f}", "meV")
show("same, solved on the lattice", f"{mu_lattice * 1e3:.2f}", "meV")
show("added electrons on the tube", f"{density * length:.2f}")
show("lattice-scale interaction, bond/R over 2 arcosh", f"{bond / R * CE:.3f}")
show("retardation (v_c/c)^2", f"{(v_charge / sc.c)**2:.1e}")
show("field at tube surface", f"{field:.3f}", "MV/cm")
show("work function (rough input)", f"{work_function:.1f}", "eV")
show("tunnelling exponent to gate, at least", f"{tunnel:.0f}")
show("wall stiffness (rough input)", f"{wall_stiffness:.0f}", "N/m")
show("bending stiffness", f"{bending:.0f}", "eV nm")
show("force per length", f"{force:.2e}", "eV/nm^2")
show("sag at mid-span", f"{sag:.2f}", "nm")
show("g with the height reduced by the sag", f"{g_sag:.4f}")
print("all good")
```

Running it gives:

```
hopping (rough input): 2.7 eV
bond length (rough input): 0.142 nm
tube radius R: 0.678 nm
axis height h: 67.8 nm
tube length (input): 1000 nm
gate voltage (input): 0.1 V
e^2: 1.4400 eV nm
hbar v: 0.5751 eV nm
band velocity v: 8.737e+05 m/s
e^2/(hbar v): 2.504
C_Q, Gaussian per length: 3.188
C_Q converted: 355 aF/um
C_Q lattice at 300 K / formula: 1.00010
arcosh(h/R): 5.29829
ln(2h/R): 5.29832
C_E, Gaussian per length: 0.09437
C_E converted: 10.50 aF/um
C_Q/C_E: 33.78
LUTTINGER PARAMETER g: 0.1696
g from eight-mover mode velocity: 0.1696
g from eight-mover density fluctuation: 0.1696
charge velocity v_c: 5.153e+06 m/s
v_c/v: 5.90
sqrt(C_E/C_Q), dropping the 1: 0.1721
wrong g if one channel is counted: 0.3254
g for hopping 2.5 eV: 0.1633
g for hopping 3.0 eV: 0.1784
g if h = 101 R: 0.1694
g if h = 50 R: 0.1815
g at q = pi/length: 0.1710
g at q = 1/h: 0.1814
h kT/(hbar v_c) at 4 K: 0.0069
h kT/(hbar v_c) at 300 K: 0.517
next subband edge (lattice): 0.834 eV
hbar v/R: 0.848 eV
Fermi-level shift at the gate voltage: 2.88 meV
same, solved on the lattice: 2.87 meV
added electrons on the tube: 6.37
lattice-scale interaction, bond/R over 2 arcosh: 0.020
retardation (v_c/c)^2: 3.0e-04
field at tube surface: 0.270 MV/cm
work function (rough input): 4.5 eV
tunnelling exponent to gate, at least: 1443
wall stiffness (rough input): 340 N/m
bending stiffness: 2078 eV nm
force per length: 8.61e-07 eV/nm^2
sag at mid-span: 1.08 nm
g with the height reduced by the sag: 0.1698
all good
```
